**Light-induced conical intersection of a Σ–Σ diatomic in a linearly polarized cavity mode**

In the rotating-wave approximation the states $|g,1\rangle$ and $|e,0\rangle$ have detuning $\Delta=V_e-V_g-\hbar\omega$ and coupling $g\cos\theta$, with $g=d(R)E_0$ and $\theta$ the angle between axis and polarization; they touch at $\Delta(R_0)=0$, $\theta=\pi/2$, with winding $w=-\operatorname{sign}(Fg_0)$, $F=\Delta'(R_0)$, and Berry phase $\pi$. For model Morse curves the program asserts that two-dimensional gap minimization lands on the roots of $\Delta$, that the gap follows the cone formula, that the derivative-coupling formulas match finite differences, and that the loop integral of $\tau$ is $\pi w$. Wilson loops with randomized eigenvector phases are asserted to give $\pi$ for one turn around either ring and $0$ for double, joint, empty and rigid-rotation loops. In a Pauli–Fierz model with a Π state, permanent dipoles and self-energy it asserts the mirror symmetry, the second-order shift of $R_0$ with an $E_0^4$ residual, the parity-product rule for the phase, and the displaced intersection in a static field. It also asserts $|\gamma|=\pi(1-m/\sqrt{\rho^2+m^2})$ for elliptical polarization and the node at $\theta=\pi/2$ in one of the two rotor amplitudes. The output shows rings at 3.606 Å and 5.553 Å with windings $+1$ and $-1$, a Pauli–Fierz shift of $3.53\times10^{-4}$ Å, $\cos\theta^*=1.207\times10^{-3}$ at $10^8$ V/m, and elliptical phases of 0.335, 0.566 and 0.911 in units of $\pi$.

## Numerical verification

```python
# Light-induced conical intersection (LICI) of a Sigma-Sigma diatomic in a linearly polarized cavity mode.
# RWA: H = [[Vg+w, g cos(th)], [g cos(th), Ve]] in (|g,1>, |e,0>), g = d(R) E0, Delta = Ve - Vg - w.
# Under test: degeneracy at Delta=0, th=pi/2; gap ~ sqrt(F^2 x^2 + 4 g^2 dth^2), F = Delta';
# derivative coupling tau = grad(chi)/2; loop integral pi*wind, wind = -sign(F g); Berry phase pi;
# survival in a Pauli-Fierz model (extra Pi state, permanent dipoles, self-energy, static field),
# unquantized phase for elliptical polarization, opposite J parity of the two rotor amplitudes.
# Units: eV, angstrom (A), debye (D), rad. w = photon energy, th = angle between axis and polarization.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq, minimize
from scipy.special import eval_legendre

rng = np.random.default_rng(1)
pi = np.pi
debye = 1e-21 / sc.c
bohr = sc.physical_constants['Bohr radius'][0] * 1e10
eV_cm = sc.e / (sc.h * sc.c * 100)
Dg, ag, Rg = 1.0, 1.0, 3.0
Te, De, ae, Re = 2.0, 1.0, 0.8, 3.5
w, vol_nm3, d0, beta, mass_u = 1.8, 100.0, 5.0, 0.1, 10.0
Wg, mg, me, mu_g, mu_e, mu_p = 5.0, 3.0, 2.0, 1.0, -2.0, 0.5
F_static, eta, rho_loop = 1e8, 0.02, 0.002
E0_SI = np.sqrt(w * sc.e / (2 * sc.epsilon_0 * vol_nm3 * 1e-27))
E0 = E0_SI * debye / sc.e          # eV per debye
Fs = F_static * debye / sc.e

morse = lambda R, D, a, R0: D * (1 - np.exp(-a * (R - R0)))**2
dmorse = lambda R, D, a, R0: 2 * D * a * (1 - np.exp(-a * (R - R0))) * np.exp(-a * (R - R0))
Vg = lambda R: morse(R, Dg, ag, Rg)
Ve = lambda R: Te + morse(R, De, ae, Re)
dip = lambda R: d0 * (1 + beta * (R - Rg))
g = lambda R: E0 * dip(R)
Delta = lambda R: Ve(R) - Vg(R) - w
dDelta = lambda R: dmorse(R, De, ae, Re) - dmorse(R, Dg, ag, Rg)

def H_rwa(R, th):
    c = g(R) * np.cos(th)
    return np.array([[Vg(R) + w, c], [c, Ve(R)]])

def H_cart(r):
    R = np.linalg.norm(r)
    c = g(R) * r[2] / R
    return np.array([[Vg(R) + w, c], [c, Ve(R)]])

def gap(H, i=0):
    e = np.linalg.eigvalsh(H)
    return e[i + 1] - e[i]

def locate(Hf, start, i=0):
    x = np.array(start)
    for _ in range(2):
        x = minimize(lambda p: gap(Hf(p[0], p[1]), i)**2, x, method='Nelder-Mead',
                     options=dict(xatol=1e-11, fatol=1e-24, maxiter=1500, maxfev=3000)).x
    return x, gap(Hf(x[0], x[1]), i)

def wilson(Hs, i):
    u = [np.linalg.eigh(H)[1][:, i] * np.exp(2j * pi * rng.random()) for H in Hs]
    prod = 1.0
    for k in range(len(u)):
        o = np.vdot(u[k], u[(k + 1) % len(u)])
        assert abs(o) > 0.95
        prod *= o / abs(o)
    return -np.angle(prod)

def ellipse(Rc, a, b, turns=1, n=800, thc=pi / 2):
    t = np.linspace(0, 2 * pi * turns, n * turns, endpoint=False)
    return list(zip(Rc + a * np.cos(t), thc + b * np.sin(t)))

def frame(R, th, ref=None):
    v = np.linalg.eigh(H_rwa(R, th))[1]
    if np.linalg.det(v) < 0:
        v[:, 1] *= -1
    if ref is not None and v[:, 0] @ ref[:, 0] < 0:
        v = -v
    return v

print(f"ground Morse: D={Dg} eV, a={ag} 1/A, Re={Rg} A")
print(f"excited Morse: T={Te} eV, D={De} eV, a={ae} 1/A, Re={Re} A")
print(f"photon energy {w} eV, mode volume {vol_nm3} nm^3, mass {mass_u} u")
print(f"d(R) = {d0} D * (1 + {beta} (R-{Rg})/A)")
print(f"vacuum field E0 = {E0_SI:.4e} V/m = {E0*1e3:.4f} meV/D")

# symbolic eigenvectors and derivative coupling
chi = sp.symbols('chi', real=True)
M = sp.Matrix([[-sp.cos(chi), sp.sin(chi)], [sp.sin(chi), sp.cos(chi)]])
lo = sp.Matrix([sp.cos(chi / 2), -sp.sin(chi / 2)])
up = sp.Matrix([sp.sin(chi / 2), sp.cos(chi / 2)])
for val in (sp.Rational(3, 10), sp.Rational(21, 10), sp.Rational(47, 10)):
    assert (M * lo + lo).subs(chi, val).evalf().norm() < 1e-12
    assert (M * up - up).subs(chi, val).evalf().norm() < 1e-12
assert sp.simplify(lo.dot(up.diff(chi)) - sp.Rational(1, 2)) == 0

# location, cone, winding
grid = np.linspace(2.5, 8, 551)
roots = [brentq(Delta, a, b, xtol=1e-14) for a, b in zip(grid[:-1], grid[1:]) if Delta(a) * Delta(b) < 0]
assert len(roots) == 2
for name, R0 in zip(("inner", "outer"), roots):
    F, g0 = dDelta(R0), g(R0)
    x, gp = locate(H_rwa, [R0 + 0.1, 1.3])
    assert abs(x[0] - R0) < 1e-7 and abs(x[1] - pi / 2) < 1e-7 and gp < 1e-8
    for al in np.linspace(0, 2 * pi, 13):
        dx, dt = 1e-4 * np.cos(al), 1e-4 * np.sin(al)
        assert abs(gap(H_rwa(R0 + dx, pi / 2 + dt)) / np.hypot(F * dx, 2 * g0 * dt) - 1) < 1e-3
    pts = ellipse(R0, 0.15, 0.4)
    first = prev = frame(*pts[0])
    total = 0.0
    for p in pts[1:] + pts[:1]:
        v = frame(*p, ref=prev)
        total += np.arcsin(prev[:, 0] @ v[:, 1])
        prev = v
    wind = -np.sign(F * g0)
    back = first[:, 0] @ prev[:, 0]
    assert abs(total - pi * wind) < 1e-8 and abs(back + 1) < 1e-10
    print(f"{name}: R0 = {R0:.5f} A = {R0/bohr:.5f} bohr, theta = {x[1]:.6f} rad")
    print(f"{name}: energy above ground minimum {Ve(R0):.5f} eV, d = {dip(R0):.4f} D")
    print(f"{name}: Vg' = {dmorse(R0,Dg,ag,Rg):.5f}, Ve' = {dmorse(R0,De,ae,Re):.5f}, F = {F:.5f} eV/A")
    print(f"{name}: g0 = {g0*1e3:.3f} meV, 2g0 = {2e3*g0:.3f} meV = {2*g0*eV_cm:.1f} cm^-1")
    print(f"{name}: transverse gap slope 2g0/R0 = {2*g0/R0:.5f} eV/A")
    print(f"{name}: loop integral of tau / pi = {total/pi:+.6f}, return overlap {back:+.6f}")
R1, R2 = roots
F1 = dDelta(R1)
# no further touching: the gap stays open on a grid away from the two points
away = min(gap(H_rwa(R, t)) for R in grid[::5] for t in np.linspace(0, pi, 41)
           if min(np.hypot(R - r, t - pi / 2) for r in roots) > 0.1)
assert away > 2e-3

# derivative coupling: formula against finite differences of eigenvectors
Rt, tt, h = R1 + 0.02, pi / 2 + 0.1, 1e-5
rho2 = Delta(Rt)**2 + 4 * (g(Rt) * np.cos(tt))**2
tauR = np.cos(tt) * (Delta(Rt) * E0 * d0 * beta - g(Rt) * dDelta(Rt)) / rho2
tauT = -Delta(Rt) * g(Rt) * np.sin(tt) / rho2
v0 = frame(Rt, tt)
fdR = v0[:, 0] @ (frame(Rt + h, tt, v0)[:, 1] - frame(Rt - h, tt, v0)[:, 1]) / (2 * h)
fdT = v0[:, 0] @ (frame(Rt, tt + h, v0)[:, 1] - frame(Rt, tt - h, v0)[:, 1]) / (2 * h)
assert abs(fdR / tauR - 1) < 1e-5 and abs(fdT / tauT - 1) < 1e-5
print(f"at R1+0.02 A, pi/2+0.1 rad: Delta = {Delta(Rt)*1e3:.3f} meV, gap = {np.sqrt(rho2)*1e3:.3f} meV")
print(f"  tau_R = {tauR:.4f} 1/A, tau_theta = {tauT:.4f} 1/rad")

# Wilson loops
t = np.linspace(0, 2 * pi, 1200, endpoint=False)
tilt = np.array([0, np.sin(0.7), np.cos(0.7)])
xhat = np.array([1.0, 0, 0])
loops = [("inner once", [H_rwa(*p) for p in ellipse(R1, 0.15, 0.4)], 1),
         ("inner tiny", [H_rwa(*p) for p in ellipse(R1, 1e-3, 1e-3)], 1),
         ("outer once", [H_rwa(*p) for p in ellipse(R2, 0.5, 0.8)], 1),
         ("inner twice", [H_rwa(*p) for p in ellipse(R1, 0.15, 0.4, turns=2)], 0),
         ("both", [H_rwa(*p) for p in ellipse(4.6, 1.6, 0.5, n=1500)], 0),
         ("neither", [H_rwa(*p) for p in ellipse(4.6, 0.5, 0.5)], 0),
         ("3D tilted, linked", [H_cart(R1 * xhat + 0.5 * (np.cos(s) * xhat + np.sin(s) * tilt)) for s in t], 1),
         ("rigid turn R1+0.1 A", [H_cart((R1 + 0.1) * (np.cos(s) * xhat + np.sin(s) * tilt)) for s in t], 0),
         ("rigid turn R1-0.1 A", [H_cart((R1 - 0.1) * (np.cos(s) * xhat + np.sin(s) * tilt)) for s in t], 0)]
for name, Hs, odd in loops:
    gl, gu = abs(wilson(Hs, 0)), abs(wilson(Hs, 1))
    assert abs(gl - pi * odd) < 1e-8 and abs(gu - pi * odd) < 1e-8
    print(f"|Berry phase|/pi, {name}: lower {gl/pi:.6f}, upper {gu/pi:.6f}")

# Pauli-Fierz model, electronic states (g, e, p) times photon Fock states
nph = 7
q = np.diag(np.sqrt(np.arange(1, nph)), 1)
q = q + q.T
I3, In = np.eye(3), np.eye(nph)
Hph = w * np.kron(I3, np.diag(np.arange(nph) * 1.0))
S = np.kron(np.diag([1.0, 1, -1]), np.diag((-1.0)**np.arange(nph)))

def H_pf(R, th, E=E0, static=0.0):
    c, s = np.cos(th), np.sin(th)
    D = np.array([[mu_g * c, dip(R) * c, mg * s], [dip(R) * c, mu_e * c, me * s], [mg * s, me * s, mu_p * c]])
    el = np.diag([Vg(R), Ve(R), Vg(R) + Wg]) + E**2 / w * D @ D + static * D
    return np.kron(el, In) + Hph + E * np.kron(D, q)

assert np.abs(S @ H_pf(3.4, 1.1) @ S - H_pf(3.4, pi - 1.1)).max() < 1e-12
assert np.abs(S @ H_pf(3.4, 1.1, static=Fs) @ S - H_pf(3.4, pi - 1.1, static=Fs)).max() > 1e-3
We = Vg(R1) + Wg - Ve(R1)
print(f"Pi model: Wg = {Wg} eV, We(R1) = {We:.4f} eV, mg = {mg} D, me = {me} D")
print(f"permanent dipoles g, e, p = {mu_g}, {mu_e}, {mu_p} D; photon states {nph}")
resid = []
for E in (E0, E0 / 2):
    x, gp = locate(lambda R, th: H_pf(R, th, E), [R1 + 0.05, 1.4], 1)
    sg = (E * mg)**2 * (1 / w - 1 / (Wg - w) - 2 / (Wg + w))
    se = (E * me)**2 * (1 / w - 1 / (We + w))
    dR = -(se - sg) / F1
    assert gp < 1e-8 and abs(x[1] - pi / 2) < 1e-7 and abs((x[0] - R1) / dR - 1) < 0.01
    resid.append(x[0] - R1 - dR)
    if E == E0:
        print(f"PF shifts: s_g = {sg*1e3:.5f} meV, s_e = {se*1e3:.5f} meV")
        print(f"PF delta R: formula {dR:.4e} A, diagonalization {x[0]-R1:.4e} A, theta {x[1]:.6f} rad")
assert 12 < resid[0] / resid[1] < 20
print(f"PF residual ratio on halving E0: {resid[0]/resid[1]:.2f}")
par = []
for R in (R1 - 0.15, R1 + 0.15):
    u = np.linalg.eigh(H_pf(R, pi / 2))[1][:, 1]
    par.append(u @ S @ u)
g_pf = wilson([H_pf(*p) for p in ellipse(R1, 0.15, 0.4)], 1)
assert abs(par[0] + 1) < 1e-10 and abs(par[1] - 1) < 1e-10
assert abs(np.exp(1j * g_pf) - par[0] * par[1]) < 1e-8
print(f"PF lower-polariton parity at R1-/+0.15 A: {par[0]:+.4f}, {par[1]:+.4f}; |gamma|/pi {abs(g_pf)/pi:.6f}")

x, gp = locate(lambda R, th: H_pf(R, th, static=Fs), [R1 + 0.05, 1.4], 1)
cos_star = Fs * mg * me * (1 / Wg + 1 / (Wg - w)) / dip(R1)
g_st = wilson([H_pf(*p, static=Fs) for p in ellipse(R1, 0.15, 0.4)], 1)
assert gp < 1e-8 and abs(np.cos(x[1]) / cos_star - 1) < 0.02 and abs(abs(g_st) - pi) < 1e-8
print(f"static field {F_static:.1e} V/m = {Fs*1e3:.4f} meV/D")
print(f"  cos(theta*): formula {cos_star:.4e}, found {np.cos(x[1]):.4e}; |gamma|/pi {abs(g_st)/pi:.6f}")

# elliptical polarization
def H_ell(R, th, ph, et):
    n = np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)])
    c = g(R) * (np.array([1j * et, 0, 1]) @ n) / np.sqrt(1 + et**2)
    return np.array([[Vg(R) + w, c], [np.conj(c), Ve(R)]])

for et, ph in ((eta, 0.0), (eta, 1.0), (eta / 10, 0.0)):
    gt = g(R1) / np.sqrt(1 + et**2)
    m = 2 * gt * et * abs(np.cos(ph))
    Hs = [H_ell(R, th, ph, et) for R, th in ellipse(R1, rho_loop / abs(F1), rho_loop / (2 * gt))]
    gl, gu = wilson(Hs, 0), wilson(Hs, 1)
    pred = pi * (1 - m / np.hypot(rho_loop, m))
    # linearized loop: corrections are second order in the loop size
    assert abs(abs(gl) - pred) < 2e-3 and abs(gl + gu) < 1e-8
    assert abs(gap(H_ell(R1, pi / 2, ph, et)) - m) < 1e-10
    print(f"eta {et:.3f}, phi {ph:.1f} rad: m {m*1e3:.4f} meV, |gamma|/pi {abs(gl)/pi:.4f}, formula {pred/pi:.4f}")
print(f"elliptical loops use rho = {rho_loop*1e3:.1f} meV")

# rigid rotor (M = 0) in the cavity at fixed R
Jmax, Rr = 80, R1 - 0.02
J = np.arange(Jmax + 1)
xq, wq = np.polynomial.legendre.leggauss(120)
P = np.array([np.sqrt(j + 0.5) * eval_legendre(j, xq) for j in J])
C = (P * wq * xq) @ P.T
off = (J[:-1] + 1) / np.sqrt((2 * J[:-1] + 1) * (2 * J[:-1] + 3))
assert np.abs(C - np.diag(off, 1) - np.diag(off, -1)).max() < 1e-11
B = sc.hbar**2 / (2 * mass_u * sc.atomic_mass * (Rr * 1e-10)**2) / sc.e
T = np.diag(B * J * (J + 1.0))
Id = np.eye(Jmax + 1)
Hr = np.block([[T - Delta(Rr) / 2 * Id, g(Rr) * C], [g(Rr) * C, T + Delta(Rr) / 2 * Id]])
e, v = np.linalg.eigh(Hr)
P0 = np.array([np.sqrt(j + 0.5) * eval_legendre(j, 0.0) for j in J])
count = [0, 0]
for k in range(1, 80):
    if min(e[k] - e[k - 1], e[k + 1] - e[k]) > 1e-5:   # skip tunnelling doublets, which mix freely
        amp_g, amp_e = abs(P0 @ v[:Jmax + 1, k]), abs(P0 @ v[Jmax + 1:, k])
        assert min(amp_g, amp_e) < 1e-6 < max(amp_g, amp_e)
        count[int(amp_e < amp_g)] += 1
assert min(count) > 3
print(f"rotor at R1-0.02 A: B = {B*1e3:.5f} meV, Delta = {Delta(Rr)*1e3:.3f} meV, Jmax {Jmax}")
print(f"  isolated states with node at pi/2 in |g,1>: {count[0]}, in |e,0>: {count[1]}")
print("every check passed")
```

It prints:

```
ground Morse: D=1.0 eV, a=1.0 1/A, Re=3.0 A
excited Morse: T=2.0 eV, D=1.0 eV, a=0.8 1/A, Re=3.5 A
photon energy 1.8 eV, mode volume 100.0 nm^3, mass 10.0 u
d(R) = 5.0 D * (1 + 0.1 (R-3.0)/A)
vacuum field E0 = 4.0355e+08 V/m = 8.4018 meV/D
inner: R0 = 3.60618 A = 6.81468 bohr, theta = 1.570796 rad
inner: energy above ground minimum 2.00663 eV, d = 5.3031 D
inner: Vg' = 0.49587, Ve' = 0.11968, F = -0.37619 eV/A
inner: g0 = 44.555 meV, 2g0 = 89.111 meV = 718.7 cm^-1
inner: transverse gap slope 2g0/R0 = 0.02471 eV/A
inner: loop integral of tau / pi = +1.000000, return overlap -1.000000
outer: R0 = 5.55250 A = 10.49270 bohr, theta = 1.570796 rad
outer: energy above ground minimum 2.65029 eV, d = 6.2762 D
outer: Vg' = 0.14364, Ve' = 0.24978, F = 0.10614 eV/A
outer: g0 = 52.732 meV, 2g0 = 105.463 meV = 850.6 cm^-1
outer: transverse gap slope 2g0/R0 = 0.01899 eV/A
outer: loop integral of tau / pi = -1.000000, return overlap -1.000000
at R1+0.02 A, pi/2+0.1 rad: Delta = -7.348 meV, gap = 11.552 meV
  tau_R = -11.9574 1/A, tau_theta = 2.4459 1/rad
|Berry phase|/pi, inner once: lower 1.000000, upper 1.000000
|Berry phase|/pi, inner tiny: lower 1.000000, upper 1.000000
|Berry phase|/pi, outer once: lower 1.000000, upper 1.000000
|Berry phase|/pi, inner twice: lower 0.000000, upper 0.000000
|Berry phase|/pi, both: lower 0.000000, upper 0.000000
|Berry phase|/pi, neither: lower 0.000000, upper 0.000000
|Berry phase|/pi, 3D tilted, linked: lower 1.000000, upper 1.000000
|Berry phase|/pi, rigid turn R1+0.1 A: lower 0.000000, upper 0.000000
|Berry phase|/pi, rigid turn R1-0.1 A: lower 0.000000, upper 0.000000
Pi model: Wg = 5.0 eV, We(R1) = 3.2000 eV, mg = 3.0 D, me = 2.0 D
permanent dipoles g, e, p = 1.0, -2.0, 0.5 D; photon states 7
PF shifts: s_g = -0.03244 meV, s_e = 0.10039 meV
PF delta R: formula 3.5311e-04 A, diagonalization 3.5320e-04 A, theta 1.570796 rad
PF residual ratio on halving E0: 16.01
PF lower-polariton parity at R1-/+0.15 A: -1.0000, +1.0000; |gamma|/pi 1.000000
static field 1.0e+08 V/m = 2.0819 meV/D
  cos(theta*): formula 1.2072e-03, found 1.2074e-03; |gamma|/pi 1.000000
eta 0.020, phi 0.0 rad: m 1.7819 meV, |gamma|/pi 0.3348, formula 0.3348
eta 0.020, phi 1.0 rad: m 0.9627 meV, |gamma|/pi 0.5663, formula 0.5663
eta 0.002, phi 0.0 rad: m 0.1782 meV, |gamma|/pi 0.9112, formula 0.9112
elliptical loops use rho = 2.0 meV
rotor at R1-0.02 A: B = 0.01625 meV, Delta = 7.702 meV, Jmax 80
  isolated states with node at pi/2 in |g,1>: 24, in |e,0>: 24
every check passed
```
